\section*{Core energy of a screw dislocation from a periodic atomic dipole}

\section{A line energy that a finite cell does not give directly}

A silicon film on a (001) wafer may contain dislocation lines along \([110]\), some 100 nm below its surface. The energy of such a line helps to decide whether stress can drive it into the film. Most of this energy is elastic and reaches from the core to the surface, though about half of the elastic part lies within 10 nm of the line. The remainder sits within a few atomic spacings of the line, where linear elasticity fails and atoms must be treated explicitly.

An atomic cell a few nanometres wide can hold the core but not the long elastic field. Periodic boundaries also forbid a single dislocation, since the Burgers vectors in a cell must sum to zero. The smallest periodic arrangement is a dipole, \(+b\) and \(-b\). The naive scheme relaxes it, subtracts the elastic energy of an isolated pair and halves the rest. For two silicon cells of one shape, with 140 and 560 atoms, this gives 2.8025 and 2.8021 eV/nm. The numbers look converged, yet they are wrong by 2.0 eV/nm, because the omitted image energy does not shrink as the cell grows.

I treat a screw dislocation with its line along \(z=[110]\), \(x=[\bar110]\) and \(y=[001]\), in static equilibrium. The cell is \(L_x\times L_y\) across the line and one period \(b\) along it. The dislocations are separated by \((L_x/2,L_y/2)\). With \(n\times m\) crystal periods, \(n\) and \(m\) of equal parity, this offset is a projected lattice translation. The (110) mirror turns \(+b\) into \(-b\), so the two cores have equal energy.

\section{Anisotropy becomes a stretch}

The same mirror separates displacement \(u\) along \(z\) from in-plane displacement in linear elasticity, and the \((\bar110)\) mirror forbids a term in \(\beta_x\beta_y\). The energy density is
\begin{equation}
w=\tfrac12\left(M_{xx}\beta_x^2+M_{yy}\beta_y^2\right),\quad
M_{xx}=\frac{C_{11}-C_{12}}2,\quad M_{yy}=C_{44},
\end{equation}
where \(\beta=\nabla u\) away from the slip cut. Define
\begin{equation}
X=sx,\quad Y=y/s,\quad s=(M_{yy}/M_{xx})^{1/4},\quad K=\sqrt{M_{xx}M_{yy}}.
\end{equation}
By the chain rule \(\beta_x=s\beta_X\) and \(\beta_y=\beta_Y/s\). Since \(M_{xx}s^2=M_{yy}/s^2=K\), the density becomes \(K(\beta_X^2+\beta_Y^2)/2\). Areas are unchanged. The cell sides become \(L_1=sL_x\) and \(L_2=L_y/s\), with area \(A=L_1L_2\).

Equilibrium and the Burgers circuits require
\begin{equation}
\partial_X\beta_X+\partial_Y\beta_Y=0,\qquad
\partial_X\beta_Y-\partial_Y\beta_X=b(\delta_1-\delta_2).
\end{equation}
Setting \(\beta=(-\partial_Y\psi,\partial_X\psi)\) satisfies the first equation and turns the second into \(\nabla^2\psi=b(\delta_1-\delta_2)\). A periodic \(\psi\) gives zero mean strain. Let \(G\) be periodic with \(\nabla^2G=\delta-1/A\). Then
\begin{equation}
\psi=b[G(\mathbf R-\mathbf R_1)-G(\mathbf R-\mathbf R_2)],
\end{equation}
because the two uniform backgrounds cancel.

Now remove a circle of radius \(r_c\) around each line. In real space it is an ellipse with semi-axes \(r_c/s\) along \(x\) and \(r_cs\) along \(y\). To leading order in \(r_c/L\), \(\psi\) is constant on each circle. The radial strain \(-(1/r)\partial_\theta\psi\) therefore vanishes there, and no work of core tractions has to be added. Outside the circles \(\nabla^2\psi=0\), so Green's theorem leaves boundary terms. The normal leaving the elastic region points into the core, which makes the integrals of \(\partial_n\psi\) equal to \(-b\) and \(+b\):
\begin{align}
E_{\rm el}&=\frac K2\int|\nabla\psi|^2\,dA
=\frac K2(-b\psi_1+b\psi_2)\nonumber\\
&=Kb^2[G(\mathbf D)-G(r_c)].
\label{green}
\end{align}
The last step uses \(\psi_1=b[G(r_c)-G(\mathbf D)]=-\psi_2\), with \(\mathbf D=\mathbf R_2-\mathbf R_1\).

\section{Summing the images}

Adding image dislocations one by one gives a result that depends on the order of summation. A periodic Green function avoids this. Put \(Z=X+iY\), \(q=e^{-\pi L_2/L_1}\) and
\begin{equation}
\theta_1(v)=2\sum_{k=0}^{\infty}(-1)^kq^{(k+1/2)^2}\sin[(2k+1)v].
\end{equation}
A shift of \(v\) by \(\pi\) changes its sign. For the other period, write the sum as \(-i\sum_{k=-\infty}^{\infty}(-1)^kq^{(k+1/2)^2}e^{i(2k+1)v}\). A shift by \(i\pi L_2/L_1\) multiplies each term by \(q^{2k+1}\). Completing the square and relabelling \(k\) gives
\begin{equation}
\theta_1(v+i\pi L_2/L_1)=-q^{-1}e^{-2iv}\theta_1(v).
\label{shift}
\end{equation}
The logarithmic derivative thus changes by \(-2i\) from the bottom to the top of the cell. Its contour integral is \(2\pi i\), so there is one zero per cell, at \(v=0\) and its translations. Hence \(\ln|\theta_1|/(2\pi)\), with \(v=\pi Z/L_1\), has the required unit source. By (\ref{shift}) it grows by \(Y/L_1+L_2/(2L_1)\) when \(Y\) increases by \(L_2\). The function \(Y^2/(2A)\) grows by the same amount, so
\begin{equation}
G=\frac1{2\pi}\ln|\theta_1(\pi Z/L_1)|-\frac{Y^2}{2A}
\end{equation}
is periodic, and its quadratic term supplies the background \(-1/A\). Near the origin \(\theta_1(v)\simeq v\theta_1'(0)\). Equation (\ref{green}) becomes
\begin{equation}
\begin{aligned}
E_{\rm el}&=\frac{Kb^2}{2\pi}B,\\
B&=\ln\left|\theta_1\!\left(\frac{\pi D}{L_1}\right)\right|
-\ln\frac{\pi r_c\theta_1'(0)}{L_1}-\frac{\pi D_Y^2}{L_1L_2},
\end{aligned}
\label{elastic}
\end{equation}
where \(D=D_X+iD_Y\) in the theta function.

In a cell much larger than the separation, \(B\to\ln(|D|/r_c)\), the isolated pair. At fixed cell shape and fixed \(D/L_1\), the difference \(B-\ln(|D|/r_c)\) does not depend on size. This is why the naive result settles on a wrong value.

A long cell gives a second limit. For \(D=(L_1+iL_2)/2\) and \(t=L_2/L_1\gg1\), \(|\theta_1|\to e^{\pi t/4}\) and \(\theta_1'(0)\to2e^{-\pi t/4}\), so
\begin{equation}
B\to\ln\frac{L_1}{2\pi r_c}+\frac{\pi t}{4}.
\label{wall}
\end{equation}
The dislocations now form walls of alternating sign. Between walls the strain is uniform, of magnitude \(b/(2L_1)\), and stores \(\frac12K(b/2L_1)^2L_1L_2=Kb^2t/8\). This is the second term of (\ref{wall}) times \(Kb^2/2\pi\).

A Fourier sum provides an independent road. Smear each source into a Gaussian of width \(w\) in the stretched plane. With \(\psi_{\mathbf k}=-\alpha_{\mathbf k}/k^2\), where \(\alpha\) is the smeared source, Parseval's theorem gives
\begin{equation}
E_{\rm el}=\frac{Kb^2}{A}\sum_{\mathbf k\ne0}
\frac{1-\cos\mathbf k\cdot\mathbf D}{k^2}e^{-k^2w^2}.
\end{equation}
For an isolated pair the sum becomes an integral that tends to \((Kb^2/2\pi)[\ln(|D|/2w)+\gamma/2]\) when \(|D|\gg w\), with \(\gamma\) Euler's constant. The Gaussian thus corresponds to \(r_c=2we^{-\gamma/2}\). For the \(14\times10\) cell, separation \((0.3L_x,0.4L_y)\) and \(w=0.2\) nm, the Fourier sum and (\ref{elastic}) both give 12.4249116 eV/nm.

\section{The cell must tilt}

A correct image sum is of little use if the atomic cell carries a different mean strain. The functions \(\psi\) and \(u\) obey the Cauchy--Riemann relations \(\partial_Xu=-\partial_Y\psi\) and \(\partial_Yu=\partial_X\psi\). The difference of the two quadratic terms in \(\psi\) is \(bY(Y_1-Y_2)/A\) plus a constant, whose partner in \(u\) is \(-bX(Y_1-Y_2)/A\). Thus, for \(Y_2-Y_1=L_2/2\),
\begin{equation}
u=\frac b{2\pi}\arg\frac{\theta_1[\pi(Z-Z_1)/L_1]}
{\theta_1[\pi(Z-Z_2)/L_1]}+\frac{bX}{2L_1}.
\end{equation}
Crossing \(L_1\) leaves the ratio unchanged and adds \(b/2\). Crossing \(L_2\) changes its phase by \(-2\pi(X_2-X_1)/L_1=-\pi\), which adds \(-b/2\). Up to a crystal period \(b\) along the line, the cell vectors must therefore be \((L_x,0,b/2)\) and \((0,L_y,-b/2)\). A jump of \(u\) by \(b\) at the branch of the argument is harmless, since the crystal repeats after \(b\).

Without the tilt, the mean strains have magnitudes \(b/(2L_x)\) and \(b/(2L_y)\). With the dislocations held in place, they add
\begin{equation}
\Delta E=\frac{b^2}{8}\left(M_{xx}\frac{L_y}{L_x}
+M_{yy}\frac{L_x}{L_y}\right)
\end{equation}
per length, with no cross term because the dislocation strain has zero mean. This error is also independent of size at fixed shape. For the \(14\times10\) cell below, this linear estimate is about 10.8 eV/nm per dipole, more than both core energies together. In a smaller cell the strains are larger and can drive the two dislocations together until they annihilate; the estimate then no longer applies. The estimated stresses are 1.3 and 2.0 GPa. In the relaxed tilted cell both antiplane stresses print as 0.00000 GPa.

\section{Atoms and elastic constants from one potential}

The atoms interact through the Stillinger--Weber potential for silicon. Its three-body energy at an atom is a constant times \(\sum_{j<k}g_jg_k(\mathbf n_j\cdot\mathbf n_k+1/3)^2\), where \(g\) is a radial weight and \(\mathbf n\) a bond direction. Define \(S=\sum g_j\), \(\mathbf V=\sum g_j\mathbf n_j\) and \(Q=\sum g_j\mathbf n_j\mathbf n_j\). Expanding the square over all ordered pairs gives \(Q{:}Q+\frac23\mathbf V\cdot\mathbf V+\frac19S^2\). Each diagonal term equals \(g_j^2(4/3)^2\), so
\begin{equation}
\begin{aligned}
&\sum_{j<k}g_jg_k(\mathbf n_j\cdot\mathbf n_k+\tfrac13)^2\\
&\quad=\tfrac12\left(Q{:}Q+\tfrac23\mathbf V\cdot\mathbf V
+\tfrac19S^2-\tfrac{16}{9}\sum_jg_j^2\right).
\end{aligned}
\end{equation}
The cost is linear in the number of bonds. In a randomly displaced 36-atom crystal this form and an explicit triplet sum both give \(-148.24268045\) eV.

The elastic constants must come from the same potential, with the atoms inside the strained cell relaxed. Otherwise an error \(\delta K\) in the modulus used leaves a term \(-(\delta K\,b^2/4\pi)\ln L\) in each core energy, whose magnitude grows with size. Antiplane shears give \(M_{xx}=37.50\) and \(M_{yy}=56.45\) GPa, and two different strains reproduce these values. Hence \(K=46.01\) GPa and \(s=1.108\).

The calculation then proceeds as follows.
\begin{enumerate}
\item Displace the crystal by \(u\), tilt the cell and relax the atoms.
\item Fit \(u\) to the far atoms to find where the dislocations ended.
\item With \(E_{\rm exc}\) the relaxed energy per length minus that of the same number of crystal atoms, evaluate
\begin{equation}
E_{\rm core}(r_c)=\tfrac12[E_{\rm exc}-E_{\rm el}(r_c)].
\label{core}
\end{equation}
\item Repeat for other sizes and other shapes.
\end{enumerate}
At half-cell separation the elastic force vanishes: \(G\) is even and \(2\mathbf D\) is a cell vector, so \(G(\mathbf D+\boldsymbol\epsilon)=G(\mathbf D-\boldsymbol\epsilon)\). The fit is still needed, because an unstable core could move to another site.

\section{Worked example: silicon}

Two starting sites were compared in the \(14\times10\) cell: the centre of a hexagon of atomic columns and the midpoint of a bond perpendicular to the line. Both cores stayed in place. The bond midpoint is lower by \((8.3961-8.1236)/2=0.136\) eV per dislocation and per length \(b\), and is used below.

This cell has \(L_x=5.376\) nm and \(L_y=5.431\) nm, so \(L_1=5.955\) nm, \(L_2=4.903\) nm and \(q=0.0753\). I choose \(r_c=b=0.38403\) nm. At half-cell separation \(|\theta_1|=2.197\) and \(\theta_1'(0)=1.030\), whence
\begin{equation}
B=0.787+1.567-0.647=1.707.
\end{equation}
With \(Kb^2/(4\pi)=3.3702\) eV/nm, \(E_{\rm el}=2(3.3702)(1.707)=11.51\) eV/nm. The excess energy is 21.154 eV/nm, and (\ref{core}) gives
\begin{equation}
E_{\rm core}=\tfrac12(21.154-11.51)=4.82\ {\rm eV/nm}.
\end{equation}
For an isolated pair \(B\) would be \(\ln(3.857/0.384)=2.307\). The images thus lower the elastic energy by \(2(3.3702)(0.600)=4.04\) eV/nm, and half of this is the 2.0 eV/nm missed by the naive scheme.

The core energies at three sizes of one shape, and in two elongated cells, are as follows (eV/nm).
\begin{center}
\begin{tabular}{lccc}
Cell & Full images & Isotropic & No images\\
\(7\times5\) & 4.823 & 4.708 & 2.803\\
\(14\times10\) & 4.822 & 4.562 & 2.802\\
\(21\times15\) & 4.822 & 4.477 & 2.801\\
\(10\times14\) & 4.813 & 3.794 & 3.109\\
\(20\times8\) & 4.826 & 5.108 & 3.782
\end{tabular}
\end{center}
The elongated cells expose the missing images, which a series at fixed shape conceals. The isotropic column uses the Voigt modulus, 48.87 GPa, and no stretch. Its modulus error predicts a fall of \(3.3702(48.87/46.01-1)\ln2=0.145\) eV/nm from the first cell to the second; the table shows 0.146. Its larger scatter between shapes comes mainly from the missing stretch. Without the stretch, \(B\) is 2.02 and 1.98 in the last two cells, so correcting the modulus alone would change their difference of 1.31 eV/nm by only about \(0.21\times0.04=0.008\) eV/nm.

For the \(10\times14\) cell \(t=1.61\), and the wall limit (\ref{wall}) gives 12.36 eV/nm, against 12.45 from the full formula. This moderately long cell already stores much of its energy as strain between walls.

Core dilatation alone should leave a residue proportional to \(1/A\): its strain falls as \(1/r^2\), and so does the interaction of two such cores. Nonlinear elasticity adds a dilatation quadratic in the screw strain. Its integral over the cell grows as \(\ln L\), so the residue can also contain \(1/A\) times logarithms. The three sizes do not show a pure \(1/A\) law. The core energy falls by 0.0004 and then by 0.0007 eV/nm, whereas a \(1/A\) term would make the second change the smaller one. The cause of this small drift was not identified. Extrapolations in \(1/A\) give 4.8221 and 4.8209 eV/nm and add no reliable digit. With a shape spread of 0.012 eV/nm among the four larger cells, the result is
\begin{equation}
E_{\rm core}(r_c=b)=4.82\ {\rm eV/nm}=1.85\ {\rm eV\ per}\ b.
\end{equation}

The raw energies also test the stiffness. At fixed shape, and apart from small nonlinear terms, they should follow \(c_0+(Kb^2/2\pi)\ln L+c_2/L^2\). Solving for the three coefficients from the three sizes gives \(K=45.98\) GPa, which is 0.07\% below the value from the strained crystal.

\section{Use in a film, and its limits}

Let the line lie at depth \(h\) below a free (001) surface, with crystal of the same stiffness below it. The stretched depth is \(H=h/s\). An opposite image at height \(H\) above the surface cancels the surface traction. On the vertical cut from the surface to the core,
\begin{equation}
\beta_X=\frac b{2\pi}\left(\frac1{H-Y}+\frac1{H+Y}\right).
\end{equation}
Creating the slip \(b\) quasistatically costs half the final stress times \(b\):
\begin{align}
W_{\rm el}&=\frac b2\int_0^{H-r_c}K\beta_X\,dY
=\frac{Kb^2}{4\pi}\ln\frac{2H-r_c}{r_c}\nonumber\\
&\simeq\frac{Kb^2}{4\pi}\ln\frac{2h}{sr_c}\qquad(h\gg r_c).
\end{align}
At \(h=100\) nm this is \(3.3702\ln(470)=20.74\) eV/nm, and numerical integration along the cut gives 20.73. The line energy is \(20.74+4.82=25.56\) eV/nm.

The core share, 19\%, depends on convention. Since the total is fixed, \(E_{\rm core}(r_c')=E_{\rm core}(r_c)+(Kb^2/4\pi)\ln(r_c'/r_c)\). Choosing \(r_c=b/2\) lowers the core energy to 2.48 eV/nm and raises the elastic part equally. A core energy quoted without its radius and metric cannot be transferred to another calculation.

Real silicon is stiffer in these two shears than this potential. Rough values \(C_{44}=80\) and \((C_{11}-C_{12})/2=51\) GPa give \(K\approx64\) GPa and raise the elastic part by 39\%, or about 8 eV/nm. A softening of \(10^{-4}\) per kelvin, taken as a rough upper estimate, would lower it by 4\% over 400 K. The core energy and the order of the two sites belong to the potential, which contains no electrons. Mobile dislocations in real silicon are usually split into partials, a core not treated here; its effect on the number was not computed. A pure screw also relieves no equal biaxial mismatch, since its Burgers vector lies along its line. Mixed dislocations can relieve it through their edge part. For this line direction the screw part still follows (\ref{elastic}), but the edge part needs in addition the coupled equations for the two in-plane displacements.

The period \(b\) along the line forbids reconstructions of period \(2b\). One trial in a doubled \(7\times5\) cell, started from small random displacements, gained 0.00000 eV/nm. The core is thus stable against that disturbance, but a deeper reconstructed state may be reached from another starting site. The value 4.82 eV/nm therefore belongs to this core with period \(b\), and is not claimed for the lowest core of the potential. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
lattice constant a = 0.54309 nm, Burgers vector b = 0.38403 nm
cohesive energy = -4.3366 eV/atom
rattled cell: moment sum -148.24268045 eV, triplet sum -148.24268045 eV
Mxx = 37.501 GPa, Myy = 56.449 GPa (antiplane shears)
C' = 37.501 GPa, C44 = 56.449 GPa (other strains)
K = 46.010 GPa, stretch s = 1.10765, C44/C' = 1.5053
isotropic (Voigt) shear modulus = 48.870 GPa
K b^2/(4 pi) = 3.3702 eV/nm
Fourier / theta energy (last test cell) = 12.4249116 / 12.4249116 eV/nm
core radius convention rc = b = 0.38403 nm
start at hexagon centre: excess 8.3961 eV per b, fitted shift 0.0001 nm
start at bond midpoint: excess 8.1236 eV per b, fitted shift 0.0000 nm
core used: bond midpoint
cells: n x m, atoms, Lx nm, Ly nm, excess eV/nm, fitted shift nm
 7x5 140 2.688 2.715 16.4825 0.0000
 14x10 560 5.376 5.431 21.1537 0.0000
 10x14 560 3.840 7.603 22.0758 0.0000
 20x8 640 7.681 4.345 24.4228 0.0001
 21x15 1260 8.065 8.146 23.8852 0.0000
core energy eV/nm: anisotropic images, isotropic images, no images
 7x5 4.8226 4.7078 2.8025
 14x10 4.8222 4.5622 2.8021
 10x14 4.8132 3.7938 3.1088
 20x8 4.8256 5.1083 3.7819
 21x15 4.8215 4.4766 2.8014
spread without 7x5 cell: 0.0124, 1.3145, 0.9805 eV/nm
1/area limit from 7x5 and 14x10: 4.8221 eV/nm
1/area limit from 14x10 and 21x15: 4.8209 eV/nm
final core energy = 0.48209 eV/Angstrom = 1.8514 eV per b
K from raw energies = 45.977 GPa, ratio to K = 0.99928
14x10 stress xz, yz = 0.00000, 0.00000 GPa (magnitudes)
elastic estimate without tilt = 1.339, 1.996 GPa
14x10 stress xx, yy = 0.0784, -0.0572 GPa
energy gain in 2b trial = 0.00000 eV/nm per dislocation
film: depth = 100 nm, elastic part = 20.737 eV/nm
cut-work integral = 20.730 eV/nm
film line energy = 25.558 eV/nm, core share = 18.86 %
rough real C44, C' = 80, 51 GPa; K = 64 GPa
elastic part with rough K: change = 39 %
rough softening 1e-04 per K: over 400 K = 4 %
thermal energy kT at 400 K = 0.0345 eV
\end{verbatim}
